# Exchange energy of jellium in closed-shell cells and under twist averaging

**Setting.** Spin-unpolarized jellium with $N$ electrons fills a cubic cell of side $L$ and volume $V=L^3$. Hartree atomic units are used. The orbitals are plane waves with

$$\mathbf k=\frac{2\pi}{L}(\mathbf n+\boldsymbol\theta),\qquad \mathbf n\in\mathbb Z^3,$$

where the twist $\boldsymbol\theta$ fixes the phase an electron gains on crossing the cell. Both spins occupy the same orbitals, in order of kinetic energy. Such a determinant is stationary in Hartree-Fock theory: the Fock operator commutes with translations and so cannot mix different $\mathbf k$. It need not be the lowest determinant.

The interaction is the periodic Ewald potential with zero cell average,

$$v_E(\mathbf r)=\frac1V\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf r},\qquad v_M=\lim_{r\to0}\left[v_E(\mathbf r)-\frac1r\right]=-\frac{\xi}{L},$$

with $\mathbf G=2\pi\mathbf d/L$, $\mathbf d\in\mathbb Z^3$, and $\xi=2.837297$. The interaction energy operator is $\frac12\sum_{i\ne j}v_E(\mathbf r_i-\mathbf r_j)+\frac12Nv_M$. The last term couples each electron to its own images and is counted here as part of the exchange energy. Correlation is left out. Numerical parts use $r_s=1$ bohr, so $k_F=(9\pi/4)^{1/3}/r_s=1.919158$ bohr$^{-1}$.

## Part (a)

**Question.** Express the exchange energy per electron of one determinant as a sum over pairs of integer vectors.

**Answer.** The density is uniform and $v_E$ has no $\mathbf G=0$ component, so the Hartree energy vanishes. For two orbitals of equal spin the exchange integral is

$$\frac1{V^2}\iint e^{-i(\mathbf k_i-\mathbf k_j)\cdot(\mathbf r-\mathbf r')}v_E(\mathbf r-\mathbf r')\,d^3r\,d^3r'=\frac1V\frac{4\pi}{|\mathbf k_i-\mathbf k_j|^2}$$

for $i\ne j$, and zero for $i=j$. The twist cancels in the difference, so $|\mathbf k_i-\mathbf k_j|^2=4\pi^2|\mathbf n_i-\mathbf n_j|^2/L^2$. Define, for one spin and over ordered pairs,

$$P=\sum_{i\ne j}\frac1{|\mathbf n_i-\mathbf n_j|^2}.$$

The prefactor $-\frac12$ of exchange is cancelled in size by the two spins, which gives

$$E_x=-\frac1{L^3}\,\frac{4\pi L^2}{4\pi^2}P+\frac{Nv_M}2,\qquad e_x=\frac{E_x}{N}=-\frac{P}{\pi NL}-\frac{\xi}{2L}.$$

In real space, put $A(\mathbf r)=\sum_i e^{i\mathbf k_i\cdot\mathbf r}$ over one spin. Since $\int_V|A|^2d^3r=VN/2$, the same energy is

$$e_x=-\frac1{NV}\int_V|A(\mathbf r)|^2\,[v_E(\mathbf r)-v_M]\,d^3r.$$

The bracket tends to $1/r$ at short distance. The Madelung term therefore makes the electron interact with its exchange hole by the ordinary Coulomb law there. Quadrature of this integral gives $-0.51438$ Ha for $N=14$ and $-0.49418$ Ha for $N=54$, in agreement with the pair sums of part (b).

## Part (b)

**Question.** Show that 14, 38, 54 and 114 electrons form closed shells at $\boldsymbol\theta=0$. Evaluate $P$ by hand for 14 and 54 electrons, and give the four exchange energies.

**Answer.** The numbers of integer vectors with $|\mathbf n|^2=0,1,2,3,4,5$ are $1,6,12,8,6,24$. Their running totals are $1,7,19,27,33,57$. Doubling for spin gives, among others, 14, 38, 54 and 114.

For $N=14$ the occupied points are the origin and its six neighbours. The origin contributes $2\times6=12$ to the ordered sum. Each neighbour sees four others at squared distance 2 and one at squared distance 4, so

$$P=12+6\left(\frac42+\frac14\right)=25.5.$$

With $L=r_s(4\pi N/3)^{1/3}=3.88513$ bohr,

$$e_x=-\frac{25.5/(14\pi)+2.837297/2}{3.88513}=-\frac{0.57978+1.41865}{3.88513}=-0.51438\ \text{Ha}.$$

For $N=54$ the points fill a $3\times3\times3$ cube. A difference vector $\mathbf d$ occurs $(3-|d_x|)(3-|d_y|)(3-|d_z|)$ times. Grouping the vectors by type, in the order 100, 200, 110, 210, 220, 111, 211, 221, 222, gives

$$P=108+\frac{54}4+\frac{144}2+\frac{144}5+\frac{36}8+\frac{64}3+\frac{96}6+\frac{48}9+\frac8{12}=270.133.$$

| $N$ | $L$ (bohr) | $P$ | $e_x$ (Ha) |
|---:|---:|---:|---:|
| 14 | 3.88513 | 25.500 | −0.51438 |
| 38 | 5.41948 | 150.600 | −0.49454 |
| 54 | 6.09295 | 270.133 | −0.49418 |
| 114 | 7.81624 | 807.822 | −0.47008 |

The energies rise with $N$, but unevenly: from 38 to 54 electrons they hardly move. To separate shell scatter from a smooth size error, the smooth law must be known.

## Part (c)

**Question.** Average over all twists while keeping the Fermi sphere of radius $k_F$ fixed. Find the mean of $P$.

**Answer.** Measure wave vectors in units of $2\pi/L$. The sphere then has radius $R=k_FL/2\pi$; let $f(\mathbf u)$ be 1 inside it and 0 outside. Sorting the pairs by difference vector,

$$\langle P\rangle=\sum_{\mathbf d\ne0}\frac1{d^2}\int_{[0,1]^3}d^3\theta\sum_{\mathbf n}f(\mathbf n+\boldsymbol\theta)f(\mathbf n+\boldsymbol\theta+\mathbf d)=\sum_{\mathbf d\ne0}\frac1{d^2}\int d^3u\,f(\mathbf u)f(\mathbf u+\mathbf d).$$

The unit cubes $\mathbf n+\boldsymbol\theta$ tile space, which turns the sum and the twist integral into one integral over all $\mathbf u$. That integral is the overlap volume of two spheres with centres $d$ apart.

The overlap consists of two caps of height $h=R-d/2=R(1-y)$, where $y=d/2R=\pi d/(k_FL)$. Each cap has volume $\pi h^2(3R-h)/3$. Divided by the sphere volume $4\pi R^3/3$, the pair gives

$$\frac{(1-y)^2(2+y)}2=1-\frac32y+\frac12y^3\quad(y<1),$$

and zero for $y\ge1$. The sphere volume is $k_F^3L^3/6\pi^2=N/2$, because the density is $k_F^3/3\pi^2$. Hence

$$\langle P\rangle=\frac N2\sum_{0<d<k_FL/\pi}\frac1{d^2}\left(1-\frac32y+\frac12y^3\right).$$

The electron number of a single twist now fluctuates, with mean $N$. The energy per electron is defined as $\langle E_x\rangle/\langle N\rangle$, so $\langle P\rangle$ replaces $P$ in the formula of part (a). For the 14-electron cell the standard deviation of the number is 1.70. This is a grand-canonical average.

## Part (d)

**Question.** Find the limit $L\to\infty$ of the averaged energy and its leading size error.

**Answer.** Let $v(q)=4\pi/q^2$ and $S(q)=\frac32y-\frac12y^3$ for $y=q/2k_F<1$, with $S=1$ beyond. The result of part (c) becomes

$$e_x=\frac12\left[\frac1V\sum_{\mathbf G\ne0}v(G)\,(S(G)-1)+v_M\right].$$

For $L\to\infty$ the sum becomes an integral and $v_M\to0$:

$$e_\infty=-\frac1\pi\int_0^{2k_F}\left(1-\frac32y+\frac12y^3\right)dq=-\frac{2k_F}\pi\left(1-\frac34+\frac18\right)=-\frac{3k_F}{4\pi}.$$

Here this is $-0.458165$ Ha, or $-12.467$ eV.

For the error, let $\Delta[f]$ be $V^{-1}\sum_{\mathbf G\ne0}f(G)$ minus $\int f(q)\,d^3q/(2\pi)^3$, both damped at large argument by a Gaussian that is removed at the end. Since $v_E$ is the lattice sum of $v$ and $1/r$ is its integral, $v_M=\Delta[v]$. Therefore

$$e_x-e_\infty=\tfrac12\Delta[v(S-1)]+\tfrac12\Delta[v]=\tfrac12\Delta[vS].$$

The $1/q^2$ singularity has cancelled. At small $q$ there remains $vS\simeq(4\pi/q^2)(3q/4k_F)=3\pi/(k_Fq)$. Its contribution requires the regularized sums $C$ of $1/|\mathbf n|$ and $D$ of $1/n^2$, each with its integral subtracted. Let

$$h(t)=\sum_{\mathbf n}e^{-tn^2}-1-\left(\frac\pi t\right)^{3/2}.$$

From $1/n^2=\int_0^\infty e^{-tn^2}dt$ and $1/|\mathbf n|=\pi^{-1/2}\int_0^\infty t^{-1/2}e^{-tn^2}dt$,

$$D=\int_0^\infty h(t)\,dt,\qquad C=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}h(t)\,dt.$$

Both converge, because $h\to-1$ at small $t$ and $h\simeq-(\pi/t)^{3/2}$ at large $t$. Poisson summation of the Gaussians gives $h(\pi^2/u)=(u/\pi)^{3/2}h(u)$. Substituting $t=\pi^2/u$, $|dt|=\pi^2u^{-2}du$,

$$D=\sqrt\pi\int_0^\infty u^{-1/2}h(u)\,du=\pi C.$$

On the other hand, $v_M=\Delta[4\pi/q^2]=D/(\pi L)$, so $D=-\pi\xi$ and $C=-\xi$. With $1/G=L/(2\pi|\mathbf d|)$ this means $\Delta[1/q]=-\xi/(2\pi L^2)$, and

$$e_x-e_\infty\simeq\frac12\,\frac{3\pi}{k_F}\left(-\frac{\xi}{2\pi L^2}\right)=-\frac{3\xi}{4k_FL^2}.$$

At fixed density this falls as $N^{-2/3}$. It comes from the linear rise of $S(q)$, which the sharp Fermi surface causes. The power changes if instead $S\simeq cq^2$ and $vS$ is smooth at all $q$. Then the sum differs from the integral mainly by the missing $\mathbf G=0$ term, and the error is $-\frac12(4\pi c)/V=-2\pi c/L^3$.

## Part (e)

**Question.** Does the averaged energy still contain an oscillation with system size? Find the next order.

**Answer.** For $q<2k_F$,

$$vS=\frac{3\pi}{k_Fq}-\frac{\pi q}{4k_F^3}.$$

Extend both terms to all $q$. The first gives precisely the $L^{-2}$ term. Call the second $B(q)$, and let $g=vS-3\pi/(k_Fq)-B$ be the rest. It is zero below $2k_F$, while above it

$$g(q)=\frac{4\pi}{q^2}\,\frac{(1-y)^2(2+y)}2.$$

Both $B$ and $g$ vanish at $q=0$, so the missing $\mathbf G=0$ term does no harm. Poisson summation then gives $\Delta$ as the sum of the Fourier transforms over the nonzero cell translations $\mathbf R=L\mathbf n$. The transform of a radial function is

$$\tilde f(R)=\frac1{2\pi^2R}\int_0^\infty q f(q)\sin(qR)\,dq.$$

For $f=q$, with a damping factor $e^{-\eta q}$ and $\eta\to0$, the integral is $\operatorname{Im}[2/(\eta-iR)^3]\to-2/R^3$. Thus $\tilde f=-1/(\pi^2R^4)$ and $\tilde B=1/(4\pi k_F^3R^4)$.

For $g$, the function $qg$ and its first derivative vanish at $2k_F$. Its second derivative just above is

$$\frac{4\pi}{2k_F}\cdot\frac32\cdot\frac2{(2k_F)^2}=\frac{3\pi}{2k_F^3}.$$

Three integrations by parts give $\int qg\sin(qR)\,dq\simeq-(3\pi/2k_F^3)\cos(2k_FR)/R^3$, so

$$\tilde g(R)\simeq-\frac{3\cos(2k_FR)}{4\pi k_F^3R^4},$$

with a correction of order $R^{-5}$. Adding both pieces and the factor $\frac12$,

$$e_x=e_\infty-\frac{3\xi}{4k_FL^2}+\frac1{8\pi k_F^3L^4}\left[Z_4-3\sum_{\mathbf n\ne0}\frac{\cos(2k_FL|\mathbf n|)}{|\mathbf n|^4}\right]+O(L^{-5}),$$

where $Z_4=\sum_{\mathbf n\ne0}|\mathbf n|^{-4}=16.5323$. The cosine is the surviving shell oscillation. It arises because difference vectors $\mathbf G$ cross the diameter $2k_F$ of the Fermi sphere one group after another as $L$ grows. The crossing is gentle, since the overlap vanishes quadratically there. The coefficient was tested against the full lattice sum for $N$ between 3000 and 3600.

## Part (f)

**Question.** Compare the zero-twist energies with twist averages for the four cells. Include a canonical average, in which each twist has exactly $N$ electrons. Are the shell oscillations removed?

**Answer.** The reference is the smooth law $e_\infty-3\xi/(4k_FL^2)$. For $N=14$ its size term is

$$-\frac{3\times2.837297}{4\times1.919158\times(3.88513)^2}=-0.07346\ \text{Ha},$$

so the law gives $-0.53162$ Ha. The table lists energy minus smooth law, in Ha. The canonical column comes from a $64^3$ twist mesh and is uncertain by about 0.00004 Ha; quasi-random twist sampling gives $+0.00130$ for $N=38$ and $+0.00094$ for $N=54$.

| $N$ | zero twist | canonical | fixed sphere |
|---:|---:|---:|---:|
| 14 | +0.01725 | +0.00480 | +0.00072 |
| 38 | +0.00138 | +0.00126 | +0.00018 |
| 54 | −0.00614 | +0.00096 | +0.00010 |
| 114 | +0.00624 | +0.00049 | +0.00003 |

At zero twist the deviation changes sign twice. In both averages it stays positive and falls steadily over these four sizes. This steady fall belongs to the four cells chosen and is not general. The closed shell $N=66$ has a canonical deviation of about $+0.0013$ Ha, larger than the value at $N=54$. Over even $N$ from 14 to 188 the fixed-sphere deviation goes up and down and reaches about $-0.00007$ Ha. The distance between largest and smallest deviation drops from 0.0234 Ha (0.636 eV) to 0.0043 Ha (0.117 eV) for the canonical average and to 0.0007 Ha (0.019 eV) for the fixed sphere. These last two ranges include the steady decrease, so they are not pure oscillation amplitudes.

The oscillations are strongly reduced, not removed: the canonical deviation rises again between 54 and 66 electrons, and the fixed-sphere energy keeps the cosine term of part (e). For the fixed sphere the $L^{-4}$ formula predicts deviations of 0.00078, 0.00019, 0.00009 and 0.00003 Ha, close to the last column. At $N=14$ the prefactor is $1/(k_F^3L^4)=1/(3\pi^2NL)=6.21\times10^{-4}$ Ha. The constant part of the bracket then supplies $6.21\times10^{-4}\times16.5323/(8\pi)=0.00041$ Ha, and the cosine sum the other 0.00037 Ha.

The canonical average obeys a different formula. A wave vector $\mathbf u$ is occupied if it is among the $N/2$ shortest members of its own set $\mathbf u+\mathbb Z^3$. The occupied region has the right volume but is not a sphere, so its overlaps differ from those of part (c). That this shape weakens the exchange, and so explains the positive sign of all four canonical deviations, is a plausible conjecture not proved here.

A closed shell at zero twist need not be a typical sample. For $N=114$ the canonical energies of individual twists have a standard deviation of 0.0014 Ha, while the zero-twist energy lies 0.0057 Ha above their mean, about four standard deviations. For $N=38$ it happens to lie within 0.0002 Ha of the mean, and there the canonical average gains little, whereas the fixed-sphere average still lowers the deviation from 0.00138 to 0.00018 Ha.

The smooth error is a separate matter. The fixed-sphere energy for $N=14$ is $-0.53091$ Ha, still 16 % larger in magnitude than the infinite-system value. Adding back 0.07346 Ha gives $-0.45745$ Ha, which is 0.16 % from that value. The same correction applied to the zero-twist energy leaves its shell deviation of 0.01725 Ha, which is 3.8 % of the infinite-system value. The correction helps there too, but averaging makes the corrected energy far more accurate. The energies scale as $1/r_s$ at fixed $N$, so the percentages hold at any density within this model.

## Part (g)

**Question.** Does a Bloch calculation on an $M\times M\times M$ mesh of wave vectors, with exchange coupling all of them, have the same size error as the average over independent twists?

**Answer.** No. With a mesh offset $\boldsymbol\phi$ and $\mathbf m$ running over the $M^3$ mesh points,

$$\frac{2\pi}L\left(\mathbf n+\frac{\mathbf m+\boldsymbol\phi}M\right)=\frac{2\pi}{ML}\left(M\mathbf n+\mathbf m+\boldsymbol\phi\right).$$

The vectors $M\mathbf n+\mathbf m$ run through all integer vectors once. The mesh is therefore one determinant in a supercell of side $ML$ with $M^3N$ electrons, provided one common Fermi level and the Madelung term of the supercell are used. Its smooth error is $-3\xi/(4k_FM^2L^2)$, smaller by $M^2$. Independent twists exclude exchange between different mesh points, and their smooth error stays at the value for side $L$ however many twists are taken.

For $N=14$ and $M=4$ the supercell holds 896 electrons, and the smooth law predicts an error of $-0.07346/16=-0.00459$ Ha. A single mesh with $\boldsymbol\phi=(0.13,0.27,0.41)$ gives $-0.00451$ Ha; the difference is the shell deviation of this one determinant, and this offset happens to make it small. Over random offsets the error averages about $-0.0046$ Ha, with a standard deviation near 0.0004 Ha and values between about $-0.0055$ and $-0.0039$ Ha. The fixed-sphere average over independent twists has an error of $-0.0727$ Ha. Converging the twist average is thus not the same as converging the exchange energy with system size. The numerical output below gives further digits.

## Computed values

```
rs = 1.0 bohr, kF = 1.919158 1/bohr
Madelung number xi = 2.837297
regularized sum of 1/n = -2.83731
Z4 = 16.5323
infinite-system e_x = -0.458165 Ha = -12.4673 eV
same from hole integral = -0.458154 Ha
Zero twist: N, L (bohr), P, e_x (Ha)
  14   3.88513    25.50000  -0.514379
  38   5.41948   150.60000  -0.494542
  54   6.09295   270.13333  -0.494175
 114   7.81624   807.82167  -0.470078
real-space check N=14: -0.51438 Ha
real-space check N=54: -0.49418 Ha
Energies (Ha): N, canonical avg, sphere avg, smooth law
  14  -0.526825  -0.530910  -0.531624
  38  -0.494653  -0.495740  -0.495917
  54  -0.487077  -0.487937  -0.488033
 114  -0.475826  -0.476287  -0.476315
Minus smooth law (Ha): N, zero twist, canonical, sphere
  14   0.017246   0.004800   0.000715
  38   0.001375   0.001264   0.000178
  54  -0.006142   0.000956   0.000096
 114   0.006237   0.000489   0.000028
L^-4 remnant formula (Ha): N, value
  14   0.000783
  38   0.000185
  54   0.000094
 114   0.000026
Sampling: N, std e_x canonical (Ha), mean N, std N, sphere e_x (Ha)
  14  0.007615   13.9969  1.6973  -0.530880
  38  0.001936   38.0025  2.5859  -0.495747
  54  0.002309   53.9985  3.2425  -0.487933
 114  0.001367  113.9969  4.5019  -0.476283
Sphere avg with L^-2 error removed (Ha): N, value
  14  -0.457451
  38  -0.457988
  54  -0.458069
 114  -0.458137
max-min deviation, zero twist: 0.023388 Ha = 0.6364 eV
max-min deviation, canonical: 0.004311 Ha = 0.1173 eV
max-min deviation, sphere: 0.000687 Ha = 0.0187 eV
twist mesh: 64^3, symmetry-distinct twists: 5984
coupled 4x4x4 mesh, electrons in supercell: 896
coupled mesh e_x = -0.462671 Ha
coupled mesh error = -0.004506 Ha
independent-twist error, N=14: -0.072744 Ha
```
